# Fukutome classes and Kramers-restricted stability with spin-orbit coupling

A molecule has Hamiltonian $H=\sum h+\frac12\sum g$, with $g=e^2/|\mathbf r-\mathbf r'|$ (Gaussian units). The one-electron part $h$ is invariant under time reversal and contains spin-orbit coupling (SOC); there is no external magnetic field. To leading relativistic order the coupling is $\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$, with $V$ the potential energy, but only its symmetry is used below.

The state is a single determinant, described by the projector $P$ on its occupied spinors. Its energy is $E[P]=\mathrm{Tr}\,hP+W[P]$, where $W$ is the Hartree-Fock interaction energy or a density functional of the density $n$ and spin density $\mathbf m$ that depends on $\mathbf m$ through $|\mathbf m|$ and is smooth and even at $\mathbf m=0$. Functionals of currents are excluded. The spatial basis is real and orthonormal. Time reversal is $T=-i\sigma_yK$, with $K$ complex conjugation, so $T^2=-1$ on a spinor.

## (a) How do the parts of $P$ transform?

Expand $P$ in Pauli matrices and find the action of spin rotations and of $T$.

**Solution.** Write

$$P=\tfrac12\Big(P_0\otimes 1+\sum_{k}P_k\otimes\sigma_k\Big),\qquad P_k=\mathrm{tr}_{\rm spin}(\sigma_kP),\quad k=x,y,z .$$

Each component is Hermitian, so its real part is symmetric and its imaginary part antisymmetric. A density multiplies the matrix by $\phi_p\phi_q$, which is symmetric, so it sees only the real part. The imaginary part carries currents.

A spin rotation leaves $P_0$ alone and turns $(P_x,P_y,P_z)$ as a vector by a rotation $R$. For time reversal, $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$ gives

$$P_0\to P_0^*,\qquad P_k\to-P_k^* .$$

Thus the charge density $\mathrm{Re}\,P_0$ and spin currents $\mathbf A=\mathrm{Im}\,\mathbf P$ are even; the charge current $a_0=\mathrm{Im}\,P_0$ and spin density $\mathbf S=\mathrm{Re}\,\mathbf P$ are odd.

## (b) How many symmetry classes exist without SOC?

Classify $P$ by the spin rotations $R$ and combined operations $TR$ that leave it unchanged. Spatial operations are left aside.

**Solution.** Each pair of basis functions $(p,q)$ supplies two real vectors, $\mathbf S_{pq}$ and $\mathbf A_{pq}$. A rotation leaves $P$ unchanged if it fixes all of them. There are three cases: all vectors vanish and every rotation is allowed; all lie along one axis $\mathbf e$ and rotations about $\mathbf e$ remain; or two are not parallel and only the identity remains.

Now add $TR$, which acts as $a_0\to-a_0$, $\mathbf S\to-R\mathbf S$, $\mathbf A\to R\mathbf A$. It always requires $a_0=0$.

- *All vectors zero.* $TR$ is a symmetry if $a_0=0$ and not otherwise: two classes.
- *One axis.* If $\mathbf S=0$, then $R\mathbf e=\mathbf e$ works, so $T$ itself is a symmetry. If $\mathbf A=0$, we need $R\mathbf e=-\mathbf e$, a half-turn about a perpendicular axis. If both are nonzero, the two demands conflict. With the case of no $TR$ this gives three classes.
- *No common axis.* $T$ commutes with spin rotations, so $(TR)^2$ acts on $P$ as $R^2$, which must be the identity. Hence $R=1$, requiring $\mathbf S=0$, or $R$ is a half-turn about some $\mathbf e'$, requiring $\mathbf S\perp\mathbf e'$ and $\mathbf A\parallel\mathbf e'$. With the case of no $TR$ this again gives three classes.

The total is $2+3+3=8$. In Fukutome's names:

| Rotations kept | with $T$ | with $T\times$ half-turn only | no $TR$ |
|---|---|---|---|
| all | TICS | – | CCW |
| one axis | ASCW | ASDW | ASW |
| none | TSCW | TSDW | TSW |

TICS is the time-reversal-invariant closed shell and CCW the charge current wave. A and T in the other names mean axial and torsional; SCW, SDW and SW mean spin current, spin density and general spin wave.

## (c) Which classes survive SOC?

Treat a general coupling and one that involves a single spin axis. Can a lost class still be stationary?

**Solution.** Since $h$ is even under $T$, part (a) applied to $h$ says that its spin-dependent part is $h_{\rm SO}=i\sum_k\Lambda_k\sigma_k$ with real antisymmetric $\Lambda_k$. An operation $R$ or $TR$ commutes with $h$ only if $R$ fixes all vectors $\boldsymbol\Lambda_{pq}$.

*General coupling.* The vectors have no common axis, so $R=1$. The symmetry group contains, up to a sign, only $1$ and $T$. Either $P$ is invariant under $T$ or it is not, which leaves two classes: **TSCW**, the Kramers-restricted solutions, and **TSW**, the Kramers-unrestricted ones.

*One axis, $h_{\rm SO}=i\Lambda_z\sigma_z$.* Rotations about $z$ and $T$ remain. If $P$ keeps the rotations, $T$ may be present (ASCW) or absent (ASW). If it does not, the possible extra symmetries are $T$ (TSCW), $T$ times the half-turn about $z$ (TSDW, spin density in the $xy$ plane), or none (TSW). TICS and CCW need all rotations. ASDW needs the rotations about its own axis, which must therefore be $z$, and also $T$ times a half-turn about a perpendicular axis, which reverses $\sigma_z$. Five classes survive.

To see what happens to a lost class, let $F=h+G[P]$ be the Fock or Kohn-Sham matrix. Stationarity means $[F,P]=0$. Suppose $gPg^{-1}=P$ for an operation $g$ that is a symmetry of the interaction but not of $h$. Then $G[P]=gG[P]g^{-1}$. Conjugating the stationarity condition gives $[gFg^{-1},P]=0$, and subtracting it from the original gives

$$[\,h-ghg^{-1},\,P\,]=0 .$$

The part of $h$ that breaks $g$ must therefore have no element between occupied and virtual spinors. Generic SOC violates this. An exception is a closed-shell atom described with one radial function per angular momentum $l$: central-field SOC conserves $l$, and each $l$ shell is completely full or empty. "Lost" thus means no longer protected by symmetry, not impossible.

A $T$-invariant $P$ gives a $T$-invariant $F$, so the Kramers-restricted class is self-consistent. It requires an even electron number: $T^2=-1$ makes $|i\rangle$ and $|\bar i\rangle=T|i\rangle$ orthogonal, so a $T$-invariant occupied space has even dimension.

## (d) What is the energy to second order in orbital rotations?

Rotate a stationary determinant by $P\to e^{\mathcal K}Pe^{-\mathcal K}$, where $\mathcal K=k-k^\dagger$ and $k=\sum_{ai}\kappa_{ai}|a\rangle\langle i|$. Here $i,j$ run over all occupied and $a,b$ over all virtual spinors.

**Solution.** From $kP=k$ and $Pk=0$, the first-order change is $P^{(1)}=[\mathcal K,P]=k+k^\dagger$. Since $kk=k^\dagger k^\dagger=0$,

$$P^{(2)}=\tfrac12[\mathcal K,P^{(1)}]=\tfrac12\big[(kk^\dagger-k^\dagger k)-(k^\dagger k-kk^\dagger)\big]=kk^\dagger-k^\dagger k .$$

The second-order energy is $E_2=\mathrm{Tr}\,FP^{(2)}+\frac12W''[P^{(1)},P^{(1)}]$. In canonical spinors the first term is $\sum(\varepsilon_a-\varepsilon_i)|\kappa_{ai}|^2$. For the second, set $\rho_{ai}=|a\rangle\langle i|$, insert $P^{(1)}=\sum(\kappa_{ai}\rho_{ai}+\kappa_{ai}^*\rho_{ai}^\dagger)$ and use the symmetry of the bilinear form $W''$. The two mixed terms are equal and cancel the factor $\frac12$. Hence

$$E_2=\kappa^\dagger A\kappa+\mathrm{Re}\,\kappa^\dagger B\kappa^*,$$
$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+W''[\rho_{ai}^\dagger,\rho_{bj}],\qquad B_{ai,bj}=W''[\rho_{ai}^\dagger,\rho_{bj}^\dagger].$$

In Hartree-Fock theory the two couplings are $\langle aj\|ib\rangle$ and $\langle ab\|ij\rangle$. $A$ is Hermitian and $B$ symmetric.

## (e) How does time reversal divide the rotations?

Let the reference be Kramers-restricted, with $n_o$ occupied and $n_v$ virtual pairs. From here on $a$ and $i$ denote unbarred members of pairs.

**Solution.** From $T|p\rangle=|\bar p\rangle$ and $T|\bar p\rangle=-|p\rangle$,

$$T|a\rangle\langle i|T^{-1}=|\bar a\rangle\langle\bar i|,\qquad T|a\rangle\langle\bar i|T^{-1}=-|\bar a\rangle\langle i| .$$

Coefficients are complex conjugated. The amplitudes therefore transform as

$$\kappa'_{\bar a\bar i}=\kappa^*_{ai},\quad \kappa'_{ai}=\kappa^*_{\bar a\bar i},\quad \kappa'_{\bar ai}=-\kappa^*_{a\bar i},\quad \kappa'_{a\bar i}=-\kappa^*_{\bar ai}.$$

Call this map $\Theta$. Applying it twice restores every amplitude, so $\Theta^2=+1$: the two signs from the spinors cancel in a particle-hole pair. Every $\kappa$ is then the sum of an even part $\frac12(\kappa+\Theta\kappa)$ and an odd part $\frac12(\kappa-\Theta\kappa)$.

Collect the amplitudes with unbarred virtual, $\kappa_{ai}$ and $\kappa_{a\bar i}$, in a vector $z$. Let $w$ hold the coefficients of the time-reversed operators $|\bar a\rangle\langle\bar i|$ and $-|\bar a\rangle\langle i|$, sign included. Then $\Theta:(z,w)\to(w^*,z^*)$, and

$$w=\tau z^*,\qquad \tau=+1\ \text{(even)},\quad \tau=-1\ \text{(odd)}.$$

The vector $z$ has $2n_on_v$ complex entries, so each space has $4n_on_v$ real parameters. Because $\Theta$ is antilinear, multiplication by $i$ turns an even rotation into an odd one. The division therefore holds over real parameters, not as a block form of the complex matrix $A$.

## (f) What are the two Hessian blocks?

**Solution.** The energy is invariant under $T$ and so is the reference, hence $E(\Theta\kappa)=E(\kappa)$. For $\kappa=\kappa_e+\kappa_o$ this reads $E(\kappa_e-\kappa_o)=E(\kappa_e+\kappa_o)$, so the term bilinear in $\kappa_e$ and $\kappa_o$ vanishes. The gradient along odd rotations vanishes too, so stationarity within the Kramers-restricted class implies full stationarity.

Label the unbarred set 1 and the time-reversed set 2. Time reversal gives $W''[TXT^{-1},TYT^{-1}]=W''[X,Y]^*$, and partners have equal orbital energies. Therefore

$$A_{22}=A_{11}^*,\quad A_{21}=A_{12}^*,\quad B_{22}=B_{11}^*,\quad B_{21}=B_{12}^* .$$

Hermiticity of $A$ also demands $A_{21}=A_{12}^\dagger$, so $A_{12}$ is symmetric. Symmetry of $B$ demands $B_{21}=B_{12}^T$, so $B_{12}$ is Hermitian. Insert $w=\tau z^*$:

$$\kappa^\dagger A\kappa=z^\dagger A_{11}z+\tau z^\dagger A_{12}z^*+\tau z^TA_{12}^*z+z^TA_{11}^*z^* .$$

The last two terms are the conjugates of the second and first, so the sum is $2z^\dagger A_{11}z+2\tau\,\mathrm{Re}\,z^\dagger A_{12}z^*$. Likewise, with $w^*=\tau z$,

$$\kappa^\dagger B\kappa^*=z^\dagger B_{11}z^*+\tau z^\dagger B_{12}z+\tau z^TB_{12}^*z^*+z^TB_{11}^*z,$$

whose real part is $2\,\mathrm{Re}\,z^\dagger B_{11}z^*+2\tau z^\dagger B_{12}z$. Adding the two,

$$\boxed{E_2^{(\tau)}=2\big[z^\dagger M_\tau z+\mathrm{Re}\,z^\dagger N_\tau z^*\big],\quad M_\tau=A_{11}+\tau B_{12},\quad N_\tau=B_{11}+\tau A_{12}.}$$

With $z=x+iy$ the bracket is a real quadratic form in $(x,y)$ with matrix

$$\begin{pmatrix}\mathrm{Re}(M_\tau+N_\tau)&\mathrm{Im}(N_\tau-M_\tau)\\ \mathrm{Im}(N_\tau+M_\tau)&\mathrm{Re}(M_\tau-N_\tau)\end{pmatrix}.$$

Since $|\kappa|^2=2|z|^2$, its eigenvalues $\lambda$ satisfy $E_2=\lambda|\kappa|^2$ along the eigenvectors. A negative even eigenvalue means that a lower Kramers-restricted determinant exists; a negative odd one means that breaking time reversal lowers the energy.

## (g) Which interactions enter each block, and what is the spin-free limit?

**Solution.** An even rotation gives an even $P^{(1)}$: by part (a), it can change $n$ and the spin currents but not $\mathbf m$. An odd rotation gives an odd $P^{(1)}$, which can change $\mathbf m$ and the charge current but not $n$; the density changes only at second order, and that change is already contained in $\mathrm{Tr}\,FP^{(2)}$. The Hartree term $\frac{e^2}{2}\iint\delta n\,\delta n'/|\mathbf r-\mathbf r'|$, which is never negative, therefore enters only the even block. For a local functional the exchange-correlation part is

$$\tfrac12\int\big(f_{nn}\,\delta n^2+f_{mm}\,|\delta\mathbf m|^2\big)\,d^3r ,$$

with no mixed term because the functional is even in $\mathbf m$. The first term belongs to the even block, the second to the odd. For local exchange, $e_x=-\frac C2[(n+m)^{4/3}+(n-m)^{4/3}]$ with $C=\frac34(3/\pi)^{1/3}e^2$. Differentiating twice at $m=0$ gives $f_{nn}=f_{mm}=-\frac49Cn^{-2/3}$.

Exact exchange contributes $-\frac{e^2}2\iint|P^{(1)}(x,x')|^2/|\mathbf r-\mathbf r'|$, with $x$ including spin, to both blocks. It is never positive. In the odd block, then, both Hartree-Fock and local exchange set orbital-energy gaps, positive when the lowest spinors are the occupied ones, against an exchange term that can only lower the energy. Instability follows when exchange wins.

Without SOC, start from a TICS reference with real spatial orbitals and expand the amplitudes as $\kappa^0\otimes1+\sum_k\kappa^k\otimes\sigma_k$. Spin-rotation symmetry separates the singlet $\kappa^0$ from the three triplet components. Time reversal gives $\kappa^0\to\kappa^{0*}$ and $\kappa^k\to-\kappa^{k*}$. Hence:

- even block: real singlet and three imaginary triplets;
- odd block: imaginary singlet and three real triplets.

Each has $(1+3)n_on_v$ parameters, as required. For real spatial matrices $A,B$, real amplitudes give $A+B$ and imaginary ones $A-B$. The spin trace of the direct integral is 2 for a singlet and 0 for a triplet, so in Hartree-Fock theory

$${}^1\!A=\Delta+2(ai|bj)-(ab|ij),\quad {}^1\!B=2(ai|bj)-(aj|bi),$$
$${}^3\!A=\Delta-(ab|ij),\quad {}^3\!B=-(aj|bi),$$

where $\Delta$ is the diagonal matrix of orbital-energy gaps and $(pq|rs)$ is the Coulomb integral of the products $pq$ and $rs$. An imaginary triplet rotation leads from TICS towards a spin-current state. Without SOC this changes the class; with general SOC it is a rotation inside TSCW.

## (h) What happens when HI is stretched?

Use the 3-21G basis with one-electron exact two-component (X2C) spin-orbit coupling and the untransformed Coulomb interaction. Two-electron spin-orbit terms and, in Hartree-Fock theory, correlation are left out. The basis is small and contracted without relativity, so it underestimates SOC; the numbers illustrate the structure rather than predict measurements. Where a "larger basis" is quoted below, it is the relativistically contracted ANO-RCC set 6s5p3d on iodine with cc-pVDZ on hydrogen.

**Solution.** There are 33 basis functions, $n_o=27$ and $n_v=6$. Each block has $4\times27\times6=648$ real parameters, 1296 in all. The computed SOC matrix has no common spin axis, and the count of classes gives two.

At $R=1.6$ Å the SOC splits the two highest occupied pairs by 0.43 eV. The determinant optimized without SOC lies 0.18 eV above the Kramers-restricted solution when both are evaluated with SOC. A higher energy alone does not exclude a stationary point, but the condition of part (c) does: the SOC matrix between the occupied and virtual spinors of this determinant has norm 17.0 eV instead of zero, so the determinant is not stationary. These three numbers depend strongly on the basis: in the larger basis they are 0.69, 0.58 and 27.6 eV.

For random valence rotations at this distance, the block formula gives $E_2=0.80157$ hartree (even) and $0.69120$ hartree (odd). Finite differences of the energy agree to all these digits, and the cross term is $-1\times10^{-7}$ hartree, zero within the differencing error. The lowest Hartree-Fock eigenvalues, in eV, are:

| $R$ (Å) | even, SOC | odd, SOC | even, no SOC | odd, no SOC |
|---|---|---|---|---|
| 1.6 | 5.89 | 4.12 | 6.08 | 4.21 |
| 2.2 | 2.69 | −1.94 | 2.85 | −1.91 |
| 3.0 | 0.81 | −6.28 | 0.82 | −6.27 |

At these three distances the solution is stable within its own class, while the odd block turns negative between 1.6 and 2.2 Å. The zero lies at 1.971 Å with SOC and 1.975 Å without. The size of this small shift is plausible: the odd eigenvalue falls on average by $(4.12+1.94)/0.6\approx10$ eV/Å, and SOC lowers it by 0.09 eV at 1.6 Å and 0.03 eV at 2.2 Å, which corresponds to shifts of 0.009 to 0.003 Å. The instability is thus present without SOC, which in this basis changes its onset little. The size of the shift is not converged: in the larger basis SOC lowers the lowest odd eigenvalue at 1.6 Å from 4.54 to 4.22 eV, by 0.31 eV instead of 0.09 eV, because $\pi\to\sigma^*$ rotations lie close by and mix in.

SOC does change the degeneracy. At 3.0 Å the threefold spin-free eigenvalue, $-6.2663$ eV, becomes $-6.2791$ eV once and $-6.2782$ eV twice. In the single mode, 93% of the squared norm of the spin-density matrix belongs to the component along the bond; in each of the other two it is 4%. Joint rotations of space and spin about the bond connect the two perpendicular directions, but not the parallel one. The direction of the spin density now matters, here by 0.0009 eV in the curvature. The pattern survives a change of basis but the size does not: in the larger basis the values are $-6.05$ eV once and $-6.02$ eV twice, a difference of 0.029 eV, with shares of 88% and 6.5%. There four further odd modes of $\pi\to\sigma^*$ type are slightly negative as well ($-0.22$ and $-0.03$ eV, twice each).

Following the lowest odd mode leads to a self-consistent TSW solution. Its energy is $-7015.941988$ hartree against $-7015.850850$ hartree for the Kramers-restricted one, a lowering of 0.091138 hartree or 2.48 eV. The Löwdin spin polarization on hydrogen is 0.97 electrons, directed along the bond, close to the one unpaired electron of a free hydrogen atom. In the larger basis the lowering is 2.44 eV and the polarization 0.94. Whether this solution is itself a minimum was not examined.

With local exchange and no correlation functional, the lowest eigenvalues at 3.0 Å are 0.45 eV (even) and $-1.77$ eV (odd). This solution is also unstable towards broken time reversal, but its negative curvature is much weaker than the $-6.28$ eV of Hartree-Fock theory. One distance does not fix the onset for this functional, and these two values hold for the 3-21G basis only. The remaining checks are in the numerical output below.

## Values computed for the example and the checks

```
2p splitting, one electron, Z=53: X2C 14.4936, Dirac 14.4945 hartree
time-odd residue of the SOC Hamiltonian: 4.0e-11 hartree; smallest primitive overlap eigenvalue 3.9e-09
classes, no SOC: 8: TICS ASCW TSCW ASDW TSDW CCW ASW TSW
classes, one-axis SOC: 5: ASCW TSCW TSDW ASW TSW
classes, full SOC of HI: 2: TSCW TSW
fixed dimensions (charge current, spin density, spin current):
  TICS (0, 0, 0); ASCW (0, 0, 1); TSCW (0, 0, 3); ASDW (0, 1, 0); TSDW (0, 2, 1); CCW (1, 0, 0); ASW (1, 1, 1); TSW (1, 3, 3)
HI basis functions 33, occupied pairs 27, virtual pairs 6
real parameters: each block 648, total 1296
R=1.6 A: norm of occupied-virtual SOC block 17.030 eV
R=1.6 A: energy of spin-free determinant above the Kramers-restricted one 0.1803 eV
R=1.6 A: splitting of the two highest occupied pairs 0.433 eV
largest deviation, blocks vs whole Hessian: 5.9e-12 hartree
largest deviation, SOC-free blocks vs singlet/triplet: 2.9e-11 hartree
HF E2 even: formula 0.80157, difference 0.80157 hartree
HF E2 odd:  formula 0.69120, difference 0.69120 hartree
HF even-odd cross term -1.0e-07 hartree
lowest Hessian eigenvalues (eV), Hartree-Fock:
  R/A   even SOC   odd SOC   even free   odd free
  1.6     5.8869    4.1163      6.0816     4.2077
  2.2     2.6897   -1.9364      2.8497    -1.9080
  3.0     0.8071   -6.2791      0.8184    -6.2663
onset of time-odd instability, HF with SOC: 1.971 A
onset of time-odd instability, HF without SOC: 1.975 A
R=3.0 A, four lowest odd eigenvalues, SOC (eV): -6.2791 -6.2782 -6.2782 0.0728
R=3.0 A, four lowest odd eigenvalues, free (eV): -6.2663 -6.2663 -6.2663 0.1263
  odd mode 1: share of spin density along the bond 0.9268
  odd mode 2: share of spin density along the bond 0.0380
  odd mode 3: share of spin density along the bond 0.0380
R=3.0 A Kramers-restricted HF energy -7015.850850 hartree
R=3.0 A broken-symmetry HF energy    -7015.941988 hartree
energy lowering 2.4800 eV, class TSW
Loewdin spin polarization on H: 0.9653 electrons, component along bond 0.9653
electrons integrated on the grid: 54.00011
LDA E2 even: formula 0.66791, difference 0.66791 hartree
LDA E2 odd:  formula 0.59596, difference 0.59596 hartree
LDA even-odd cross term -8.2e-08 hartree
R=3.0 A local exchange, lowest eigenvalues: even 0.4514 eV, odd -1.7716 eV
```
